# Slonczewski's Tunnelling Polarization and Its Reversal by Barrier Height: a program that tests the result

```python
"""
Spin polarization of tunnelling from a free-electron ferromagnet.

Result under test (Hartree atomic units, mass 1 everywhere, thick barrier):
  P = (ku - kd)/(ku + kd) * (kappa^2 - ku*kd)/(kappa^2 + ku*kd)
  G(theta) proportional to 1 + P_left * P_right * cos(theta)
ku, kd : majority and minority Fermi wave numbers of a ferromagnet
kappa  : decay constant in the barrier, kappa^2 = 2*phi
phi    : barrier height above the Fermi energy
d      : barrier thickness;  theta : angle between the magnetizations
q      : transverse wave number, conserved in tunnelling
The reference side solves the wave-matching equations in full, with all
repeated reflections, and integrates numerically over q.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)
NODES, WEIGHTS = 0.5 * (NODES + 1.0), 0.5 * WEIGHTS
ONE, ZERO = np.eye(2), np.zeros((2, 2))


def solve_junction(source_k, drain_k, kappa, d, theta=0.0):
    """Return exp(2*kappa*d)*T[drain spin, source spin] and R[out, in].

    Barrier wave: a*exp(-kappa*x) + b*exp(-kappa*d)*exp(kappa*(x-d)).
    Drain wave: exp(-kappa*d)*t*exp(i*k*(x-d)) along the rotated spin axis.
    """
    ks, kd = np.diag(source_k), np.diag(drain_k)
    c, s = np.cos(theta / 2), np.sin(theta / 2)
    axes = np.array([[c, -s], [s, c]])
    g = np.exp(-2 * kappa * d)
    matrix = np.block([
        [ONE, -ONE, -g * ONE, ZERO],
        [-1j * ks, kappa * ONE, -kappa * g * ONE, ZERO],
        [ZERO, ONE, ONE, -axes],
        [ZERO, -kappa * ONE, kappa * ONE, -1j * axes @ kd]])
    rhs = np.vstack([-ONE, -1j * ks, ZERO, ZERO])
    solution = np.linalg.solve(matrix, rhs)
    r, t = solution[:2], solution[6:]
    source_k, drain_k = np.asarray(source_k), np.asarray(drain_k)
    transmitted = np.abs(t)**2 * drain_k[:, None] / source_k[None, :]
    reflected = np.abs(r)**2 * source_k[:, None] / source_k[None, :]
    return transmitted, reflected


def matching_factor(k, kappa):
    return k * kappa / (kappa**2 + k**2)


def polarization_formula(ferro, kappa):
    ku, kd = ferro
    return ((ku - kd) / (ku + kd)
            * (kappa**2 - ku * kd) / (kappa**2 + ku * kd))


def polarization_normal_incidence(ferro, k_drain, kappa):
    """Spin polarization of the current into a normal metal at q = 0."""
    t, _ = solve_junction(ferro, (k_drain, k_drain), kappa, 10 / kappa)
    up, down = t.sum(axis=0)
    return (up - down) / (up + down)


def channel_conductance(k1, k2, kappa, d):
    """Conductance per area of one spin channel, times exp(2*kappa*d),
    in e^2/h per bohr^2, integrated over all propagating q."""
    k_small2 = min(k1, k2)**2
    total = 0.0
    for u, w in zip(NODES, WEIGHTS):
        x = k_small2 * (1 - u * u)          # x = q^2
        p1, p2 = np.sqrt(k1**2 - x), np.sqrt(k2**2 - x)
        kap = np.sqrt(kappa**2 + x)
        t = solve_junction((p1, p1), (p2, p2), kap, d)[0][0, 0]
        total += w * 2 * k_small2 * u * t * np.exp(-2 * d * (kap - kappa))
    return total / (4 * np.pi)


def polarization_integrated(ferro, k_drain, kappa, d):
    up, down = [channel_conductance(k, k_drain, kappa, d) for k in ferro]
    return (up - down) / (up + down)


def magnetoresistance_integrated(f1, f2, kappa, d):
    g = [[channel_conductance(a, b, kappa, d) for b in f2] for a in f1]
    parallel, anti = g[0][0] + g[1][1], g[0][1] + g[1][0]
    return (parallel - anti) / anti


def correction_slope(ferro, kappa):
    """Coefficient of kappa/d in the finite-thickness polarization."""
    ku, kd = ferro
    p = polarization_formula(ferro, kappa)
    return (1 - p**2) * (1 / kd**2 - 1 / ku**2) / 4


ferro1, ferro2, k_normal = (0.60, 0.30), (1.20, 0.50), 0.80
heights = [0.02, 0.045, 0.09, 0.18, 0.36]
d_example = 20.0
phi_example = 0.18
kappa_example = np.sqrt(2 * phi_example)
bare = (ferro1[0] - ferro1[1]) / (ferro1[0] + ferro1[1])

# Flux conservation of the full two-spin solution, with a thin barrier.
t_thin, r_thin = solve_junction(ferro1, ferro2, 0.5, 1.5, 1.1)
flux = np.exp(-2 * 0.5 * 1.5) * t_thin.sum(axis=0) + r_thin.sum(axis=0)
assert np.allclose(flux, 1.0, atol=1e-12)

# Channel transmission and polarization at normal incidence.
for phi in heights:
    kap = np.sqrt(2 * phi)
    full = solve_junction(ferro1, ferro2, kap, 10 / kap)[0]
    for s in range(2):
        thick = (16 * matching_factor(ferro1[s], kap)
                 * matching_factor(ferro2[s], kap))
        assert abs(full[s, s] / thick - 1) < 1e-7
    assert abs(polarization_normal_incidence(ferro1, k_normal, kap)
               - polarization_formula(ferro1, kap)) < 1e-7

# Angular law, including its absolute size, for two different ferromagnets.
p1 = polarization_formula(ferro1, kappa_example)
p2 = polarization_formula(ferro2, kappa_example)
sum1 = sum(matching_factor(k, kappa_example) for k in ferro1)
sum2 = sum(matching_factor(k, kappa_example) for k in ferro2)
for theta in (0.0, 0.7, 1.6, 2.5, np.pi):
    full = solve_junction(ferro1, ferro2, kappa_example,
                          10 / kappa_example, theta)[0].sum()
    law = 8 * sum1 * sum2 * (1 + p1 * p2 * np.cos(theta))
    assert abs(full / law - 1) < 1e-7

# Height of the sign reversal found from the full solution.
phi_zero = brentq(lambda f: polarization_normal_incidence(
    ferro1, k_normal, np.sqrt(2 * f)), 0.01, 0.5, xtol=1e-12)
kinetic = [k**2 / 2 for k in ferro1]
assert abs(phi_zero - np.sqrt(kinetic[0] * kinetic[1])) < 1e-7

# Best transmission occurs when the wave number equals kappa.
best = minimize_scalar(
    lambda k: -solve_junction((k, k), (k_normal, k_normal), 0.5, 20.0)[0][0, 0],
    bounds=(0.05, 2.0), method="bounded", options={"xatol": 1e-8})
assert abs(best.x - 0.5) < 1e-5

# Very high and very low barriers, always with kappa*d = 10.
p_high = polarization_normal_incidence(ferro1, k_normal, 100.0)
p_low = polarization_normal_incidence(ferro1, k_normal, 0.001)
assert abs(p_high - bare) < 1e-4 and abs(p_low + bare) < 1e-4

# Transverse integral: prefactor and first correction, extrapolated in 1/d.
ratios, slopes = [], []
for d in (400.0, 800.0):
    g_up, g_down = [channel_conductance(k, k_normal, kappa_example, d)
                    for k in ferro1]
    leading = (kappa_example / (4 * np.pi * d) * 16
               * matching_factor(ferro1[0], kappa_example)
               * matching_factor(k_normal, kappa_example))
    ratios.append(g_up / leading)
    slopes.append(((g_up - g_down) / (g_up + g_down) - p1)
                  * d / kappa_example)
ratio_limit = 2 * ratios[1] - ratios[0]
slope_limit = 2 * slopes[1] - slopes[0]
slope_formula = correction_slope(ferro1, kappa_example)
# The remaining error is of second order in 1/d.
assert abs(ratio_limit - 1) < 2e-3
assert abs(slope_limit / slope_formula - 1) < 1e-2

# Magnetoresistance with only one electrode reversed.
mr_formula = 2 * p1 * p2 / (1 - p1 * p2)
mr_thick = magnetoresistance_integrated(ferro1, ferro2, kappa_example, 2000.0)
mr_example = magnetoresistance_integrated(ferro1, ferro2, kappa_example,
                                          d_example)
# At d = 2000 bohr the first-order correction is still a few parts in 1000.
assert abs(mr_thick / mr_formula - 1) < 2e-2
assert p1 > 0 > p2 and mr_example < 0

# A finite barrier moves the reversal to a lower height.
crossings = {}
for d in (20.0, 40.0):
    crossings[d] = brentq(lambda f: polarization_integrated(
        ferro1, k_normal, np.sqrt(2 * f), d), 0.01, 0.12, xtol=1e-7)
assert crossings[20.0] < crossings[40.0] < phi_zero

print("Ferromagnet 1: k_up, k_down = %.2f, %.2f bohr^-1" % ferro1)
print("Ferromagnet 2: k_up, k_down = %.2f, %.2f bohr^-1" % ferro2)
print("Normal drain: k = %.2f bohr^-1" % k_normal)
print("Ferromagnet 1 kinetic energies up, down = %.4f, %.4f hartree"
      % tuple(kinetic))
print("Ferromagnet 1 exchange splitting = %.4f hartree"
      % (kinetic[0] - kinetic[1]))
print("Bare factor (k_up-k_down)/(k_up+k_down) = %.4f" % bare)
print("Example thickness d = %.1f bohr = %.3f nm"
      % (d_example, d_example * BOHR_NM))
print("Table for ferromagnet 1 (phi hartree, kappa bohr^-1, rest pure):")
print("phi    kappa   A_up    A_down  factor   P_thick  P(d=20 bohr)")
for phi in heights:
    kap = np.sqrt(2 * phi)
    a_up, a_down = [matching_factor(k, kap) for k in ferro1]
    p_thick = polarization_formula(ferro1, kap)
    p_finite = polarization_integrated(ferro1, k_normal, kap, d_example)
    print("%.3f  %.4f  %.4f  %.4f  %+.4f  %+.4f  %+.4f"
          % (phi, kap, a_up, a_down, p_thick / bare, p_thick + 0.0, p_finite))
print("Reversal height, thick limit, full matching = %.5f hartree = %.3f eV"
      % (phi_zero, phi_zero * HARTREE_EV))
for d, phi in crossings.items():
    print("Reversal height at d = %.0f bohr = %.5f hartree = %.3f eV"
          % (d, phi, phi * HARTREE_EV))
print("Wave number of best transmission at kappa=0.5: %.5f bohr^-1" % best.x)
print("P at kappa = 100 bohr^-1: %+.5f" % p_high)
print("P at kappa = 0.001 bohr^-1: %+.5f" % p_low)
print("Conductance / leading formula, extrapolated = %.5f" % ratio_limit)
print("Coefficient of kappa/d at phi=0.18: formula %.4f bohr^2"
      % slope_formula)
print("Coefficient of kappa/d at phi=0.18: integral %.4f bohr^2"
      % slope_limit)
print("First-order P at phi=0.18 hartree, d=20 bohr = %+.4f"
      % (p1 + slope_formula * kappa_example / d_example))
print("At phi=0.18 hartree: P_1 = %+.4f, P_2 = %+.4f" % (p1, p2))
print("Ferromagnet 2 reversal height = %.4f hartree"
      % (ferro2[0] * ferro2[1] / 2))
print("Product P_1*P_2 = %+.5f" % (p1 * p2))
print("Magnetoresistance 1-2, thick formula = %+.3f percent"
      % (100 * mr_formula))
print("Magnetoresistance 1-2, integral d=2000 bohr = %+.3f percent"
      % (100 * mr_thick))
print("Magnetoresistance 1-2, integral d=20 bohr = %+.3f percent"
      % (100 * mr_example))
print("Magnetoresistance 1-1, thick formula = %+.3f percent"
      % (100 * 2 * p1**2 / (1 - p1**2)))
print("every check passed")
```

It prints:

```
Ferromagnet 1: k_up, k_down = 0.60, 0.30 bohr^-1
Ferromagnet 2: k_up, k_down = 1.20, 0.50 bohr^-1
Normal drain: k = 0.80 bohr^-1
Ferromagnet 1 kinetic energies up, down = 0.1800, 0.0450 hartree
Ferromagnet 1 exchange splitting = 0.1350 hartree
Bare factor (k_up-k_down)/(k_up+k_down) = 0.3333
Example thickness d = 20.0 bohr = 1.058 nm
Table for ferromagnet 1 (phi hartree, kappa bohr^-1, rest pure):
phi    kappa   A_up    A_down  factor   P_thick  P(d=20 bohr)
0.020  0.2000  0.3000  0.4615  -0.6364  -0.2121  -0.1708
0.045  0.3000  0.4000  0.5000  -0.3333  -0.1111  -0.0534
0.090  0.4243  0.4714  0.4714  +0.0000  +0.0000  +0.0796
0.180  0.6000  0.5000  0.4000  +0.3333  +0.1111  +0.2205
0.360  0.8485  0.4714  0.3143  +0.6000  +0.2000  +0.3465
Reversal height, thick limit, full matching = 0.09000 hartree = 2.449 eV
Reversal height at d = 20 bohr = 0.06026 hartree = 1.640 eV
Reversal height at d = 40 bohr = 0.07674 hartree = 2.088 eV
Wave number of best transmission at kappa=0.5: 0.50000 bohr^-1
P at kappa = 100 bohr^-1: +0.33332
P at kappa = 0.001 bohr^-1: -0.33333
Conductance / leading formula, extrapolated = 1.00001
Coefficient of kappa/d at phi=0.18: formula 2.0576 bohr^2
Coefficient of kappa/d at phi=0.18: integral 2.0569 bohr^2
First-order P at phi=0.18 hartree, d=20 bohr = +0.1728
At phi=0.18 hartree: P_1 = +0.1111, P_2 = -0.1029
Ferromagnet 2 reversal height = 0.3000 hartree
Product P_1*P_2 = -0.01144
Magnetoresistance 1-2, thick formula = -2.262 percent
Magnetoresistance 1-2, integral d=2000 bohr = -2.269 percent
Magnetoresistance 1-2, integral d=20 bohr = -2.163 percent
Magnetoresistance 1-1, thick formula = +2.500 percent
every check passed
```
